The Matsubara Pole Sum of the Fermi Function and Its Truncation Error

Electrons in a mean-field model at temperature T occupy an orbital of energy ε with the Fermi probability. Let x = ε − μ be the orbital energy measured from the chemical potential μ, and let β = 1/(k_B T), with T > 0. Then

f(x) = 1/(1 + e^{βx}).

The density matrix is this function applied to the Hamiltonian matrix. Diagonalization gives it directly, but its cost grows as the cube of the matrix size. An alternative is to write f as a sum of simple fractions 1/(x − z), because each fraction becomes a matrix inverse, a resolvent, when x is replaced by the Hamiltonian. For a sparse Hamiltonian such inverses can be attacked by methods that exploit the sparsity. The number of fractions then multiplies the cost, so one must know how many are needed.

The problem constructs one such sum and finds its truncation error. The algebra is in atomic units, with ħ = 1, so that frequencies and energies have the same unit. Numerical energies are in eV. The dimensionless variable u = βx is used throughout, and x is real.

**(a) Express f through a hyperbolic tangent. Find all poles of tanh z in the complex plane and their residues.**

Solution. Multiply the numerator and denominator of f by e^{−u/2}:

f = e^{−u/2}/(e^{u/2} + e^{−u/2}).

The denominator is 2 cosh(u/2), and the numerator is cosh(u/2) − sinh(u/2). Therefore

f = 1/2 − (1/2) tanh(u/2). (1)

The constant 1/2 is the occupation at x = 0. The second term is odd in x, which expresses the symmetry f(−x) = 1 − f(x).

Since tanh z = sinh z/cosh z, poles can occur only where cosh z = 0. Write z = a + ib with a and b real. The addition formulas are

sinh z = sinh a cos b + i cosh a sin b,
cosh z = cosh a cos b + i sinh a sin b.

Taking squared moduli and using cosh²a = 1 + sinh²a gives

|sinh z|² = sinh²a + sin²b,
|cosh z|² = sinh²a + cos²b. (2)

The second expression vanishes only if a = 0 and cos b = 0. The zeros of cosh z are therefore

z = ±i(k − 1/2)π, k = 1, 2, 3, …

At such a point sinh z = ±i sin[(k − 1/2)π], which is not zero. The derivative of cosh z is sinh z, so each zero is simple and the residue of tanh z there is

sinh z/(cosh z)′ = sinh z/sinh z = 1.

All the poles lie on the imaginary axis, and all have residue 1.

**(b) Use these poles to expand tanh y for real y. Justify the passage to infinitely many terms.**

Solution. Take y ≠ 0 and consider the function

g(z) = tanh z/(z² − y²).

Integrate it counterclockwise around the square with corners ±Nπ ± iNπ, where N is an integer with Nπ > |y|. The extra denominator serves two purposes: it places poles at z = ±y, where tanh takes the wanted value, and it makes g decay at large |z|.

First we bound the integral. On the vertical sides a = ±Nπ, and Eq. (2) gives

|tanh z|² = (sinh²a + sin²b)/(sinh²a + cos²b) ≤ (sinh²a + 1)/sinh²a = coth²(Nπ).

On the horizontal sides z = a ± iNπ. Because tanh has period iπ, tanh z = tanh a there, and its modulus is below 1, hence also below coth(Nπ). Everywhere on the square |z| ≥ Nπ, so |z² − y²| ≥ N²π² − y². The perimeter is 8Nπ. Consequently

|(1/2πi) ∮ g dz| ≤ (8Nπ/2π) coth(Nπ)/(N²π² − y²) = 4N coth(Nπ)/(N²π² − y²).

This tends to zero as 1/N.

Next we add the residues inside the square. Factor z² − y² = (z − y)(z + y). The residue at z = y is tanh(y)/(2y). At z = −y it is tanh(−y)/(−2y), which is the same number. Together they give tanh(y)/y.

The poles of tanh inside the square are those with k = 1, …, N, since (k − 1/2)π < Nπ. At both members of a pair z² = −(k − 1/2)²π², so each member contributes

1/(z² − y²) = −1/[(k − 1/2)²π² + y²].

The residue theorem now reads

(1/2πi) ∮ g dz = tanh(y)/y − Σ_{k=1}^{N} 2/[(k − 1/2)²π² + y²].

The left side vanishes as N → ∞. Multiplication by y gives

tanh y = Σ_{k=1}^{∞} 2y/[(k − 1/2)²π² + y²]. (3)

At y = 0 both sides are zero, so the formula holds for every real y. Its terms fall as 1/k², so the series converges absolutely.

**(c) Obtain the expansion of f in simple poles. Why should the poles be kept in pairs?**

Solution. Put y = u/2 in Eq. (3). The k-th term is

u/[(k − 1/2)²π² + u²/4] = 4u/[(2k − 1)²π² + u²],

where numerator and denominator were multiplied by 4. Equation (1) contains half of the tanh, so

f = 1/2 − Σ_{k=1}^{∞} 2u/[(2k − 1)²π² + u²]. (4)

Define the Matsubara frequencies

ω_k = (2k − 1)π/β.

Adding two simple fractions gives

1/(x − iω_k) + 1/(x + iω_k) = 2x/(x² + ω_k²).

Divide this by β, then multiply numerator and denominator by β². The result is 2βx/(β²x² + β²ω_k²), which is the k-th term of Eq. (4). Hence

f(x) = 1/2 − (1/β) Σ_{k=1}^{∞} [1/(x − iω_k) + 1/(x + iω_k)]. (5)

The poles are spaced by 2π/β = 2πk_B T along the imaginary axis. As the temperature falls they crowd toward the real axis, where f becomes a steep step.

The bracket must be summed as a unit. Keeping only the poles in the upper half-plane gives terms

(1/β)/(x − iω_k) = (1/β)(x + iω_k)/(x² + ω_k²).

For large k the imaginary part approaches 1/(βω_k) = 1/[(2k − 1)π]. The sum of 1/(2k − 1) up to P grows as (1/2) ln P, so the imaginary part grows as ln P/(2π) and has no limit. In a pair the two imaginary parts cancel. Numerically, raising P from 1000 to 10000 at u = 2 increases the imaginary part of the half-plane sum by 0.36647, in agreement with ln(10)/(2π).

**(d) Let f_P be the sum with the first P ≥ 1 pole pairs. Find a simple upper bound on its error that holds for every x > 0.**

Solution. Define the error as T_P = f_P − f. The sum enters Eq. (4) with a minus sign, so f is smaller than f_P by the omitted terms when u > 0:

T_P = Σ_{k=P+1}^{∞} 2u/[(2k − 1)²π² + u²].

Each term is odd in u. The error is therefore positive above the chemical potential and negative below it: on both sides of μ the truncated function lies between f and 1/2. It suffices to study u > 0.

Write m = 2k − 1 and a = u/π. Taking π² out of the denominator,

T_P = (2u/π²) Σ_{k>P} 1/(m² + a²). (6)

To sum the tail in closed form, compare m² + a² with the smaller number

m² − 1 = (m − 1)(m + 1) = (2k − 2)(2k) = 4k(k − 1).

This is positive because k ≥ 2 in the tail. Its reciprocal is a difference of neighbouring terms,

1/[4k(k − 1)] = (1/4)[1/(k − 1) − 1/k],

so in the sum from k = P + 1 onward everything cancels except the first piece:

Σ_{k>P} 1/(m² − 1) = 1/(4P). (7)

A smaller denominator means a larger fraction. Equations (6) and (7) therefore give

T_P < (2u/π²)·1/(4P) = u/(2π²P) = βx/(2π²P). (8)

The bound is strict and holds for every P ≥ 1 and every x > 0. For x < 0 the same bound holds for |T_P| with |x| in place of x.

**(e) Show that the bound is also the leading error at large P. Under what condition is it a good estimate, and how does it fail?**

Solution. We need to know how much was given away in replacing m² + a² by m² − 1. For one term the excess is

1/(m² − 1) − 1/(m² + a²) = (1 + a²)/[(m² − 1)(m² + a²)] < (1 + a²)/(m² − 1)².

The smallest value of m² − 1 in the tail occurs at k = P + 1 and equals 4P(P + 1). One of the two factors in the last denominator can be replaced by this value, which makes the fraction larger or leaves it unchanged. The other factor is summed with Eq. (7). The total excess is thus less than

(1 + a²)·1/[4P(P + 1)]·1/(4P) = (1 + a²)/[16P²(P + 1)].

Multiplying by the prefactor 2u/π² of Eq. (6) bounds the gap between the simple law and the true error:

0 < u/(2π²P) − T_P < R_P(u),
R_P(u) = u(1 + u²/π²)/[8π²P²(P + 1)]. (9)

Dividing R_P by u/(2π²P) gives the relative form

1 − (1 + u²/π²)/[4P(P + 1)] < T_P/[u/(2π²P)] < 1. (10)

At fixed u the left side tends to 1 as P → ∞. The truncation error is therefore of order βx/(2π²P), with this coefficient and not merely this scaling.

For large u and P the term subtracted from 1 on the left of Eq. (10) is about [u/(2πP)]². The subtracted term in its full form, (1 + u²/π²)/[4P(P + 1)], is an upper bound on the deviation from the law relative to the law, not the value of that deviation. The law is accurate when P is large compared with both 1 and β|x|/(2π). Since ω_P is close to 2πP/β for large P, the second requirement says that the retained Matsubara frequencies must reach well beyond |x|. Every omitted pole pair is then far from x, where

2x/(x² + ω_k²) ≈ 2x/ω_k².

This is linear in x, which is why the leading error is linear as well.

The estimate is not uniform in x. At fixed P, each of the P retained terms in Eq. (4) vanishes as u → ∞, so f_P → 1/2 while f → 0. The error tends to 1/2, whereas the law grows without limit. For example, with P = 100 and u = 10⁶ each retained term is close to 2/u, and f_P is about 1/2 − 200/10⁶ = 0.4998. The computed error is 0.49980, while βx/(2π²P) would be about 507. The inequality (8) is still true there, but it is useless as an estimate.

Equation (9) also offers an improvement. The leading error is known, so it can be subtracted:

f_P^{corr} = f_P − βx/(2π²P). (11)

From Eq. (9), the magnitude of the remaining error is below R_P(|u|), which falls as P⁻³ at fixed u. The subtraction is appropriate in the regime just described. At fixed P and very large |x| it would spoil the result. Even where it is appropriate it overshoots: by Eq. (9), f_P^{corr} lies below f for x > 0 and, since the error is odd in x, above f for x < 0. Where f is closer to 0 or 1 than this remaining error, the corrected occupation falls slightly outside the interval from 0 to 1, by less than R_P(|u|).

**(f) Carry the expansion over to the density matrix of a real symmetric Hamiltonian H in an orthonormal basis. What does its leading error look like?**

Solution. Let H have eigenvalues ε_i and real orthonormal eigenvectors c_i, and let x_i = ε_i − μ. For one spin the density matrix is

D = Σ_i f(x_i) c_i c_iᵀ.

Here and below, μ or a number added to a matrix means that number times the unit matrix. The resolvent (H − μ − iω_k)^{-1} has the same eigenvectors as H and eigenvalues 1/(x_i − iω_k). Equation (5), truncated after P pairs, therefore becomes a matrix equation. Because H is real, the resolvent at −iω_k is the complex conjugate of the one at +iω_k, and the two add up to twice the real part:

D_P = 1/2 − (2/β) Re Σ_{k=1}^{P} (H − μ − iω_k)^{-1}. (12)

Each pole pair needs only one resolvent, and no eigenvectors are required.

The error matrix D_P − D has eigenvalues T_P(βx_i). Replacing each by its leading part βx_i/(2π²P) and reassembling the matrix gives

D_P − D ≈ β(H − μ)/(2π²P). (13)

The leading error thus has the sparsity of the Hamiltonian: it appears on the diagonal and between basis functions that H couples directly. It can be subtracted without any further resolvent.

The accuracy of Eq. (13) is controlled by Eq. (9). Let W be the largest |x_i|. The function R_P(u) increases with u, so every eigenvalue of the difference between the two sides of Eq. (13) is smaller in magnitude than R_P(βW). No element of a symmetric matrix exceeds its largest eigenvalue in magnitude, so the same bound holds for each matrix element.

The trace of D_P − D is the error in the electron number at fixed μ. To leading order it is β Tr(H − μ)/(2π²P). Positive errors above μ and negative errors below it partly cancel, but the sum vanishes at this order only if the mean orbital energy equals μ.

**(g) Apply the results to an open chain of 40 sites with one orbital per site, site energy 0, nearest-neighbour matrix element −1 eV, μ = −0.5 eV and k_B T = 0.1 eV. Examine the occupations, electron number and bonds, and find how many pole pairs give an occupation error of at most 10⁻⁶.**

Solution. These are round model parameters, and all results are for one spin. The reference density matrix comes from diagonalization, and D_P from the explicit resolvents in Eq. (12).

The inverse temperature is β = 1/(0.1 eV) = 10 eV⁻¹. The level farthest from μ has W = 2.4941 eV, so

βW = 24.941, βW/(2π) = 3.97.

According to part (e), P must be large compared with about 4. The predicted largest occupation error at P = 100 is

βW/(2π²P) = 24.941/(19.739 × 100) = 0.012635.

The table compares the largest error in magnitude with this law, and shows what remains after the subtraction in Eq. (11). All entries are dimensionless occupations.

P | computed | law | after subtraction
5 | 0.2133 | 0.2527 | 3.9 × 10⁻²
20 | 0.06235 | 0.06318 | 8.2 × 10⁻⁴
100 | 0.012629 | 0.012635 | 6.7 × 10⁻⁶
400 | 0.003159 | 0.003159 | 1.1 × 10⁻⁷

At P = 5, which is barely above 3.97, the computed error is 84% of the law. At P = 100 the two agree to about 0.05%. From P = 100 to P = 400 the uncorrected error falls by a factor of 4.0, and the corrected one by about 64 = 4³, matching the power P⁻¹ of the law and the power P⁻³ with which the bound R_P falls.

Now take the electron number at P = 100. The diagonal of H is zero, so Tr(H − μ) = 40 × 0.5 eV = 20 eV, and the predicted error is

10 × 20/(19.739 × 100) = 0.1013.

The computed error is also 0.1013, to be compared with an exact number of 16.687 electrons per spin. This is a relative error of 0.6%. The truncated sum contains too many electrons because the mean orbital energy, 0, lies above μ.

For two neighbouring sites the matrix element of H − μ is −1 eV, and Eq. (13) predicts

10 × (−1)/(19.739 × 100) = −0.005066.

On the central bond the computed error is −0.005064. The exact density-matrix element is 0.3069, so the bond is too weak by 1.7%. Between sites that are not neighbours H has no matrix element, and the leading error vanishes. The largest error found there is 6.4 × 10⁻⁷, well below the bound R_P(βW) = 2.0 × 10⁻⁵. The error matrix does have the predicted sparsity at leading order.

Finally, consider the target δ = 10⁻⁶. For the plain sum, Eq. (8) guarantees it if

P ≥ βW/(2π²δ) = 24.941/(19.739 × 10⁻⁶) ≈ 1.26 million.

This is not just a pessimistic bound: in the numerical check, 1% fewer pairs miss the target. With the leading error subtracted, it is sufficient that R_P(βW) ≤ δ, or

P²(P + 1) ≥ βW[1 + (βW)²/π²]/(8π²δ) ≈ 2.02 × 10⁷.

The smallest integer that satisfies this is P = 273. It guarantees the target but need not be the smallest number that reaches it, since the largest error left is 3.3 × 10⁻⁷.

The plain sum therefore needs a number of resolvents proportional to βW/δ, which grows as the temperature is lowered or the spectrum widened. When βW is large, the condition for the corrected sum gives approximately

P ≈ βW/(8π⁴δ)^{1/3}.

The subtraction thus weakens the dependence on the target from 1/δ to 1/δ^{1/3}, but the number of pole pairs in this estimate is still proportional to βW.

Computed results

```
sites: 40
nearest-neighbour matrix element: -1.0 eV
chemical potential mu: -0.5 eV
k_B T: 0.1 eV
first Matsubara energy omega_1: 0.3142 eV
largest |level - mu|: 2.4941 eV
largest beta|x|: 24.941 (dimensionless)
beta|x|/(2 pi) at that level: 3.970 (dimensionless)
exact electron number per spin: 16.68708
Largest occupation error (all dimensionless):
  P | measured | law | measured/law | after subtraction | its bound
  5 | 0.213274 | 0.252708 | 0.84395 | 3.943e-02 | 1.348e-01
  20 | 0.062354 | 0.063177 | 0.98698 | 8.227e-04 | 2.408e-03
  100 | 0.012629 | 0.012635 | 0.99947 | 6.735e-06 | 2.003e-05
  400 | 0.003159 | 0.003159 | 0.99997 | 1.053e-07 | 3.152e-07
P = 100: electron-number error per spin, measured: 0.101268
P = 100: electron-number error per spin, law: 0.101321
P = 100: central-bond element, exact: 0.306923
P = 100: central-bond error, measured: -0.005064
P = 100: central-bond error, law: -0.005066
P = 100: largest error between non-neighbours: 6.410e-07
target occupation error: 1e-06
pole pairs needed, plain sum: 1263542
pole pairs sufficient, leading error subtracted: 273
largest error actually left with the latter: 3.313e-07
error at beta x = 1e6 with P = 100: 0.49980
half-plane sum, growth of imaginary part, P 1000 to 10000: 0.36647
ln(10)/(2 pi): 0.36647
```
